\section*{A fluctuation-dissipation ratio below one does not prove glassiness}

\section{The inference}

\textbf{Q:} I follow the position of mobile charges after releasing them, and I also measure how they respond to a weak force. The fluctuation-dissipation ratio comes out at one half. Equilibrium requires one, so the system must be glassy. I would even assign it an effective temperature of twice the bath temperature.

\textbf{A:} The first half of the inference is sound: you are not looking at an equilibrium observable. The second half does not follow. Let us fix the definitions first. What do you correlate, and what do you vary?

\textbf{Q:} I release the charges at time zero, wait until $s$, and observe at $t>s$. With $\delta x=x-\langle x\rangle$, I use
\begin{equation}
C(t,s)=\langle\delta x(t)\,\delta x(s)\rangle,\qquad
R(t,s)=\frac{\delta\langle x(t)\rangle}{\delta f(s)},\qquad
X(t,s)=\frac{k_BT\,R(t,s)}{\partial_s C(t,s)} .
\label{eq:def}
\end{equation}
The force $f$ enters the energy as $-fx$, and $R$ is the shift of the mean at $t$ per unit impulse at $s$. The bath stays at temperature $T$.

\textbf{A:} Good. Now, why should $X$ be one in equilibrium?

\textbf{Q:} I have always taken that as given.

\textbf{A:} Its derivation shows what is being assumed. Let a small constant force $f$ act for so long that the system equilibrates with it, and switch it off at time zero. To first order in $f$, the Boltzmann distribution at that moment is
\begin{equation}
p=p_{\rm eq}\left[1+\frac{f}{k_BT}\left(x-\langle x\rangle_{\rm eq}\right)\right].
\end{equation}
The system then evolves without the force. Averaging $x(t)$ over these starting states gives an excess mean $fC(t)/k_BT$, where $C(t)$ is the equilibrium correlation over a time $t$. The same excess is the sum of the responses to all earlier impulses:
\begin{equation}
\frac{f\,C(t)}{k_BT}=f\int_{-\infty}^{0}R(t-u)\,du
=f\int_t^\infty R(w)\,dw .
\end{equation}
Differentiating with respect to $t$ gives $R(t)=-C'(t)/k_BT$. In equilibrium $C(t,s)=C(t-s)$, so $\partial_sC=-C'(t-s)$. Hence $k_BTR=\partial_sC$ and $X=1$.

The argument needs classical motion, a normalizable equilibrium distribution of $x$, and a system that has reached it. If $X\neq1$, something in that list has failed. The ratio does not say what. (Classical motion matters for fast vibrations: when the quantum $\hbar\omega$ is not small compared with $k_BT$, the symmetrized correlation of an undamped harmonic vibration gives $X<1$ even in equilibrium.) From here on, the motion is classical.

\section{A particle with nothing glassy in it}

\textbf{Q:} Then show me a failure without barriers, disorder or interactions.

\textbf{A:} Take one free, overdamped particle on a line:
\begin{equation}
\dot x=\mu f+\eta,\qquad \langle\eta(t)\rangle=0,\qquad
\langle\eta(t)\eta(t')\rangle=2D\,\delta(t-t') .
\end{equation}
Here $\mu$ is velocity per force. The bath fixes $D$: if we did confine the particle in a potential $U$, the current $-\mu U'p-Dp'$ would have to vanish for $p\propto e^{-U/k_BT}$. Since then $p'=-U'p/k_BT$, this requires $D=\mu k_BT$.

Integrate from the release, with no force acting:
\begin{equation}
\delta x(t)=\delta x(0)+\int_0^t\eta(u)\,du .
\end{equation}
Let the starting position have variance $v_0$ and be independent of the later noise. The cross terms vanish, and for $s<t$
\begin{equation}
C(t,s)=v_0+\int_0^t\!du\int_0^s\!dw\;2D\,\delta(u-w)=v_0+2Ds .
\label{eq:free}
\end{equation}
The delta function contributes once for every $w$ between $0$ and $s$, because each such $w$ also lies below $t$. What is the response?

\textbf{Q:} A unit impulse moves the particle by $\mu$, and nothing pulls it back. So $R=\mu$ for every $t>s$, and
\begin{equation}
X=\frac{k_BT\,\mu}{2D}=\frac{D}{2D}=\frac12 .
\end{equation}
That is my glass, produced by a free particle. Does it depend on releasing the particle from a fixed point?

\textbf{A:} No. A fixed point means $v_0=0$, but $v_0$ disappears on differentiation. Any finite starting variance gives one half, provided the start is independent of the later noise. It is enough that neither the force on the particle nor its mobility depends on its position.

\textbf{Q:} And if a constant force $F$ makes it drift?

\textbf{A:} The drift shifts the mean and leaves $\delta x$ unchanged, so the centred correlation still gives one half. Without centring, a release from $x=0$ adds $\langle x(t)\rangle\langle x(s)\rangle=\mu^2F^2ts$ to the correlation. The apparent ratio becomes
\begin{equation}
\frac{k_BT\mu}{2D+\mu^2F^2t}=\frac{D}{2D+\mu^2F^2t}.
\end{equation}
In units where $D=k_BT=F=1$, at $t=0.8$ this is $1/2.8=0.357$. The additional reduction comes from the drift of the mean.

\section{Where the factor two comes from}

\textbf{Q:} The noise and the friction satisfy $D=\mu k_BT$. The bath is behaving properly, so where does the extra correlation come from?

\textbf{A:} Separate the spread from the displacement. Let $V(t)=\langle\delta x(t)^2\rangle$ and
\begin{equation}
B(t,s)=\left\langle[\delta x(t)-\delta x(s)]^2\right\rangle
=V(t)+V(s)-2C(t,s).
\end{equation}
Solve for $C$ and differentiate with respect to $s$:
\begin{equation}
\partial_sC=\tfrac12V'(s)-\tfrac12\partial_sB .
\label{eq:split}
\end{equation}
For the free particle $V(s)=v_0+2Ds$ and $B=2D(t-s)$. The two terms are therefore $D$ and $D$. In equilibrium $V'$ would be zero, and only the second term would have to match $k_BTR$. Here it does match, since $k_BTR=\mu k_BT=D$. The other $D$ is the growth of the variance of a particle that has no equilibrium position distribution.

\textbf{Q:} So I should look at displacements?

\textbf{A:} For this particle they give the bath temperature. Keep a small constant force on from $s$ to $t$. The shift per force is
\begin{equation}
\chi(t,s)=\int_s^tR(t,u)\,du=\mu(t-s),
\qquad\text{so}\qquad B=2D(t-s)=2k_BT\,\chi .
\end{equation}
Reading $T/X$ as a temperature gives $2T$, while the displacement of the same particle gives $T$. The value $2T$ does not describe a hotter set of degrees of freedom.

\textbf{Q:} But my correlations also age. They depend on the waiting time, and the data collapse when plotted against $t/s$.

\textbf{A:} The free particle does that too. For a fixed start $C(t,s)=V(s)=2Ds$, so the normalized correlation is
\begin{equation}
\frac{C(t,s)}{\sqrt{V(t)V(s)}}
=\frac{2Ds}{\sqrt{(2Dt)(2Ds)}}=\sqrt{\frac{s}{t}} .
\end{equation}
It depends on $t/s$ alone. The older the particle, the longer this correlation takes to fall by a given factor. The cause is the growing spread in the denominator; the mobility is the same at every age.

\section{Confinement restores the equilibrium ratio}

\textbf{Q:} What if something does hold the particle? A bounded position has an equilibrium distribution, so $X<1$ should then mean more.

\textbf{A:} It still tells you only that equilibrium has not been reached. Add a spring of stiffness $K$, so that $\dot x=-\mu Kx+\mu f+\eta$, and define $\tau=1/(\mu K)$. Without the force, the solution between $s$ and $t$ is
\begin{equation}
\delta x(t)=e^{-(t-s)/\tau}\delta x(s)
+\int_s^te^{-(t-u)/\tau}\eta(u)\,du .
\end{equation}
The integral contains only noise later than $s$, which is uncorrelated with $\delta x(s)$. Thus $C(t,s)=e^{-(t-s)/\tau}V(s)$. Squaring the solution that starts at time zero gives
\begin{align}
V(s)&=v_0e^{-2s/\tau}+2D\int_0^se^{-2(s-u)/\tau}du\notag\\
&=v_0e^{-2s/\tau}+D\tau\left(1-e^{-2s/\tau}\right)
=v_{\rm eq}+(v_0-v_{\rm eq})e^{-2s/\tau},
\label{eq:V}
\end{align}
where $v_{\rm eq}=D\tau=k_BT/K$. It follows that $V'=-(2/\tau)(V-v_{\rm eq})$, and
\begin{equation}
\partial_sC=e^{-(t-s)/\tau}\left(\frac V\tau+V'\right)
=\frac{e^{-(t-s)/\tau}}{\tau}\left(2v_{\rm eq}-V\right).
\end{equation}
An impulse shifts the particle by $\mu$, and the shift then decays, so $R=\mu e^{-(t-s)/\tau}$. Since $k_BT\mu=D=v_{\rm eq}/\tau$, the exponentials in $t-s$ cancel:
\begin{equation}
X=\frac{v_{\rm eq}}{2v_{\rm eq}-V(s)}
=\frac{1}{1+(1-v_0/v_{\rm eq})\,e^{-2s/\tau}} .
\label{eq:trap}
\end{equation}

\textbf{Q:} For a fixed start, then, $X$ begins at one half and rises to one.

\textbf{A:} Yes. With $v_0=0$ it is $0.550$ at $s=0.1\tau$, $0.731$ at $0.5\tau$, $0.881$ at $\tau$ and $0.982$ at $2\tau$. For $s\ll\tau$ the spring has hardly limited the spread, so $X$ is close to the free value. This holds even when $t-s$ is long, because the later decay multiplies $R$ and $\partial_sC$ by the same factor. If the particle starts with $v_0=v_{\rm eq}$, then $X=1$ from the beginning.

A start that is too broad gives the opposite deviation. For $v_0=1.44\,v_{\rm eq}$ and $s=0.3\tau$, equation~\eqref{eq:trap} gives $X=1.32$. If $v_0>2v_{\rm eq}$, the denominator is negative at first, and so is $X$. A formal temperature $T/X$ would then be negative, although the bath never changed.

\textbf{Q:} How would I distinguish this transient from glassy ageing?

\textbf{A:} Look at the decay after $s$. Here $C(t,s)/V(s)=e^{-(t-s)/\tau}$, with the same $\tau$ at every age. Divide by $V(s)$ here, not by $\sqrt{V(t)V(s)}$: the second choice mixes in the growing spread, and after a fixed start it falls more slowly with age even in this trap. A decay of $C(t,s)/V(s)$ that itself slows down as the sample gets older would be a different finding, and this model cannot produce it. Even that would not prove a glass: a single particle released high on the side of a well with $U\propto x^4$ relaxes quickly at first, where the well is strongly curved, and more slowly later.

\section{An electron in crystalline silicon}

\textbf{Q:} Could this happen in a material that nobody would call a glass?

\textbf{A:} Take electrons injected at a plane inside a p-type silicon crystal at $300$~K, where $k_BT=0.02585$~eV. A rough electron mobility in lightly doped material is $1400$~cm$^2$/Vs. With energies in eV, the mobility per unit field serves as $\mu$, and
\begin{equation}
D=1400\times0.02585=36.19\ \mathrm{cm^2/s}=3.619\ \mathrm{\mu m^2/ns}.
\end{equation}
Let $s=1$~ns and $t=3$~ns. The correlation is $2Ds=7.24$~$\mu$m$^2$, and its slope in $s$ is $2D=7.24$~$\mu$m$^2$/ns. The rms spread is $2.69$~$\mu$m at $s$ and $4.66$~$\mu$m at $t$.

For the response, apply a force equivalent to $10$~V/cm, or $10^{-3}$~V/$\mu$m, for $0.1$~ns around $s$. With $\mu=140$~$\mu$m$^2$/(V\,ns), the mean moves by
\begin{equation}
140\times10^{-3}\times0.1=0.0140\ \mathrm{\mu m}=14.0\ \mathrm{nm}.
\end{equation}
(The electron's negative charge sets the direction of the field, which must be opposite to the force.) The ratio is
\begin{equation}
X=\frac{0.02585\times140}{7.24}=\frac{3.62}{7.24}=0.50 .
\end{equation}

\textbf{Q:} So the position suggests $600$~K. And the displacement?

\textbf{A:} Between $1$ and $3$~ns, $B=2\times3.619\times2=14.48$~$\mu$m$^2$ and $\chi=140\times2=280$~$\mu$m$^2$/V. Thus $B/(2\chi)=0.02585$~eV, which is $300$~K. The normalized position correlation is $\sqrt{1/3}=0.577$, and it has the same value for the pair $0.5$ and $1.5$~ns. A test based on $X<1$ and a collapse in $t/s$ would classify this crystal as a glass.

\textbf{Q:} Electrons have mass. Does overdamped motion hold on these scales?

\textbf{A:} Let the velocity start thermal, independent of position, and lose its memory in a time $\tau_m=m\mu$. Its correlation is then $(k_BT/m)e^{-|u-w|/\tau_m}$. Position is the integral of velocity, so
\begin{align}
\partial_sC&=\int_0^t\frac{k_BT}{m}e^{-|u-s|/\tau_m}du\notag\\
&=k_BT\mu\left[(1-e^{-s/\tau_m})+(1-e^{-(t-s)/\tau_m})\right].
\end{align}
The two brackets come from $u<s$ and $u>s$, and I used $\tau_m/m=\mu$. A unit impulse creates a velocity $1/m$ that decays, so $R=\mu(1-e^{-(t-s)/\tau_m})$. Therefore
\begin{equation}
X=\frac{1-e^{-(t-s)/\tau_m}}{2-e^{-s/\tau_m}-e^{-(t-s)/\tau_m}} .
\label{eq:inertia}
\end{equation}
The ratio tends to one half when both $s$ and $t-s$ are much longer than $\tau_m$. (It also equals one half whenever $s=t-s$, because the two brackets are then equal.) With a rough conductivity mass of $0.26$ electron masses, $\tau_m=0.207$~ps, so the correction is negligible for our times. If you keep $s=1$~ns but observe only one $\tau_m$ later, this single-$\tau_m$ model gives $X=0.387$; after five it gives $0.498$. In real silicon the scattering time depends on energy: with elastic scattering and a time proportional to $E^{-1/2}$, at the same mobility, these values become $0.378$ and $0.494$, while the limit of one half is unchanged.

\textbf{Q:} Silicon also has an anisotropic mass. An electron moves more easily along the chosen axis in some valleys than in others.

\textbf{A:} Suppose it switches between valleys at rates that do not depend on position or on the weak force. Later displacements still have zero mean whatever the past, so $C(t,s)=V(s)$. If $p_i(s)$ is the probability of valley $i$, then $\partial_sC=2\sum_ip_iD_i$ and $R=\sum_ip_i\mu_i$. With $D_i=\mu_ik_BT$ in each valley, the ratio remains one half.

\textbf{Q:} How close is the rest of the model to a real sample?

\textbf{A:} The following are rough or chosen values, not measurements of a particular device. With $10^{15}$ holes per cm$^3$ and a peak of $10^{12}$ injected electrons per cm$^3$ at time $s$, the density ratio is then at most $10^{-3}$ (it is higher just after the release, when the packet is narrow), and the holes screen charge in about $14$~ps. The packet's own field should then be a small correction; stronger injection breaks this assumption. The applied field must be maintained through contacts that pass the hole current; across wide insulating gaps, the holes would screen most of it during the $0.1$~ns pulse. The drift speed during the pulse is about $10^{-3}$ of the thermal speed, so heating is weak. For a lifetime of $10$~$\mu$s, a fraction $3\times10^{-4}$ recombines by $3$~ns; if the loss does not depend on position, it leaves the averages over survivors unchanged. In a wafer $300$~$\mu$m thick, the faces are $32$ rms spreads from the mid-plane at $t$.

\section{What the ratio can establish}

\textbf{Q:} Then what may I conclude from my own value of one half?

\textbf{A:} That the position, if it moves classically, was not in equilibrium while you measured it. In a dielectric, a mobile charge $q$ contributes $qx$ to the dipole moment, so independent charges that move with a uniform mobility and have not yet felt the electrodes can bring this same factor into a polarization measurement at fixed voltage. (If the mobile charges leave fixed countercharges behind, the attraction between the two pulls the total dipole back at open circuit, much as the spring does, and $X$ then rises towards one. At fixed voltage the charge induced on planar electrodes cancels this pull only when the countercharge is spread uniformly over the whole gap. If it fills a fraction $w/L$ of the gap, the spring acting inside that region is merely weakened by the factor $1-w/L$, and $X$ still rises.) Compare $B$ with $2k_BT\chi$ over a range of $s$. If they agree while $X=1/2$, equation~\eqref{eq:split} attributes the missing half to the growing variance. Agreement does not rule out a glass, however. Consider a particle that hops left or right with equal probability among traps of random depth, at a rate set by the trap it leaves. Its later displacements average to zero whatever its past, so it passes the same test, although, if it starts at a site chosen without regard to depth, its mobility falls with age as it finds deeper traps, strongly so when the trapping times are broadly distributed.

\textbf{Q:} And if they disagree, I have a glass?

\textbf{A:} Not yet. A particle in a spring trap, released from a fixed point, can also violate that relation. Since $\partial_s\chi=-R$, differentiating $B=2k_BT\chi$ with respect to $s$ would require $-\tfrac12\partial_sB=k_BTR$. For the trapped particle
\begin{equation}
-\tfrac12\partial_sB=\partial_sC-\tfrac12V'
=\frac{e^{-(t-s)/\tau}}{\tau}(2v_{\rm eq}-V)-\frac{v_{\rm eq}-V}{\tau},
\end{equation}
which differs from $k_BTR=e^{-(t-s)/\tau}v_{\rm eq}/\tau$ as long as $V\neq v_{\rm eq}$ and $t>s$. You would still have to show that a bounded observable relaxes slowly, that its relaxation slows with age, and that simple spreading or an ordinary transient does not account for the data.

\textbf{Q:} So I can keep my value of one half, but I have to withdraw the word ``glass'' until I have measured the relaxation itself.

Numbers in the example were calculated in double precision.
